# Transverse Current Response of the Free Electron Gas and Landau Diamagnetism

## 1. A uniform vector potential

Take free electrons in a large periodic box, at rest as a whole, and add a constant vector potential $\mathbf A=a\hat{\mathbf x}$. Hartree units of SI type are used: the electron has charge $-1$ and mass 1, and

$$H=\sum_i\tfrac12(\mathbf p_i+\mathbf A)^2,\qquad \mathbf B=\nabla\times\mathbf A .$$

A state of wave vector $\mathbf k$ has velocity $\mathbf k+\mathbf A$. What current flows?

**Fast answer.** A uniform $\mathbf A$ commutes with momentum. Switching it on therefore leaves each electron in its state $\mathbf k$, and every velocity grows by $a$. With density $n$, the particle current density is

$$j_x=na .$$

**Equilibrium answer.** If the electrons can relax, the occupation becomes $f\big((\mathbf k+\mathbf A)^2/2\big)$, where $f$ is the Fermi function. To first order it changes by $\delta f=a k_x f'(\varepsilon_k)$, with $\varepsilon_k=k^2/2$. Since $\partial f/\partial k_x=k_xf'$, this change carries the current

$$2\int\!\frac{d^3k}{(2\pi)^3}k_x\,\delta f
=2a\int\!\frac{d^3k}{(2\pi)^3}k_x\frac{\partial f}{\partial k_x}
=-2a\int\!\frac{d^3k}{(2\pi)^3}f=-na .$$

The factor 2 counts spin, and the third form follows by partial integration. The total current is $na-na=0$, in keeping with the fact that a constant $\mathbf A$ has no magnetic field. This uses the integral over $\mathbf k$, that is, a box large enough for the temperature to smear out its discrete levels. In a finite periodic box at lower temperature, a constant $\mathbf A$ acts as a flux through the torus, and an equilibrium current can remain.

So there are two large terms, $+n$ and $-n$, and the order in which frequency and wave number go to zero decides whether they cancel. Diamagnetism is what remains of the static cancellation when $\mathbf A$ varies slowly in space.

## 2. A transverse wave

Let $\mathbf A$ point along $x$ and vary along $z$:

$$A_x(z,t)=A_q e^{iqz-i\omega t}+\text{c.c.},$$

with $\omega$ given a small positive imaginary part, so that the field grows from zero in the past. The gas is three-dimensional and non-interacting, with a neutralizing background. $\mathbf A$ is the total vector potential, including any part produced by the induced current.

Because $A_x$ does not depend on $x$, it commutes with $p_x$. The first-order term in $H$ is $A_xp_x$. It takes $\mathbf k$ to $\mathbf k+\mathbf q$ with matrix element $A_qk_x$, since $\mathbf q\parallel z$ leaves $k_x$ alone.

The one-particle density matrix obeys $i\dot\rho=[h,\rho]$, where $h$ is the one-electron Hamiltonian. To first order, its element between $\mathbf k+\mathbf q$ and $\mathbf k$ satisfies

$$\omega\rho_{k+q,k}=(\varepsilon_{k+q}-\varepsilon_k)\rho_{k+q,k}+A_qk_x(f_k-f_{k+q}),$$

so that

$$\rho_{k+q,k}=A_q\frac{k_x(f_k-f_{k+q})}{\omega+\varepsilon_k-\varepsilon_{k+q}} .$$

The current operator contributes another factor $k_x$. The term $\mathbf A$ in the velocity contributes $nA_q$; here the unperturbed density suffices, because $A_q$ is already first order. Writing $j_q=\chi_T A_q$,

$$\chi_T(q,\omega)=n+2\int\!\frac{d^3k}{(2\pi)^3}\,
\frac{k_x^2\,(f_k-f_{k+q})}{\omega+\varepsilon_k-\varepsilon_{k+q}+i0}.\tag{1}$$

This is the orbital response. The current due to spin magnetization is kept separate until Section 6.

**Check on Section 1.** If $q\to0$ at fixed $\omega\ne0$, the numerator vanishes and $\chi_T\to n$, the fast answer. If $\omega=0$ first, the quotient of differences tends to $f'(\varepsilon_k)$, the integral becomes $-n$, and $\chi_T\to0$, the equilibrium answer.

**Check on gauge invariance.** If $\mathbf A$ were parallel to $\mathbf q$, the vertex $k_x$ would be replaced by $k_z+q/2$, the mean of the initial and final momenta. A static longitudinal $\mathbf A$ is a pure gauge and must produce no current at any $q$. Since $\varepsilon_k-\varepsilon_{k+q}=-q(k_z+q/2)$, one vertex factor cancels:

$$-\frac2q\int\!\frac{d^3k}{(2\pi)^3}\Big(k_z+\frac q2\Big)(f_k-f_{k+q})
=-\frac1q\Big[\frac{nq}{2}-\Big(-\frac{nq}{2}\Big)\Big]=-n .$$

In the second term $\mathbf k+\mathbf q$ was renamed $\mathbf k$, which turns $k_z+q/2$ into $k_z-q/2$; the integral of $k_zf_k$ vanishes by symmetry. The sum with $+n$ is zero. A direct momentum sum at $q=0.8$, temperature $0.05$ and chemical potential $0.5$ hartree confirms this, with $n=0.0341945$ and paramagnetic part $-0.0341945$. The transverse case has no such cancellation at finite $q$, because a transverse wave has a real magnetic field.

## 3. The integral at zero temperature

Let $f_k=1$ inside the Fermi sphere of radius $k_F$ and zero outside, so $n=k_F^3/(3\pi^2)$. In the term of (1) with $f_{k+q}$, rename $\mathbf k+\mathbf q$ as $\mathbf k$. Both terms then contain $f_k$:

$$\chi_T-n=2\int\!\frac{d^3k}{(2\pi)^3}k_x^2f_k\left[
\frac1{\omega-qk_z-q^2/2}-\frac1{\omega-qk_z+q^2/2}\right].\tag{2}$$

The denominators depend on $k_z$ alone. At fixed $k_z$ the occupied states fill a disc of squared radius $K^2=k_F^2-k_z^2$. On it, $k_x^2$ averages over angle to half the squared distance from the axis:

$$\int d^2k_\perp\,k_x^2=\frac12\int_0^K2\pi\kappa^3d\kappa=\frac{\pi}{4}(k_F^2-k_z^2)^2 .$$

The prefactor becomes $2/(8\pi^3)\cdot\pi/4=1/(16\pi^2)$. Now set $k_z=k_Ft$ and define

$$u=\frac{\omega}{qk_F},\qquad x=\frac{q}{2k_F},\qquad \nu_\pm=u\pm x .$$

The denominators are $qk_F(\nu_\mp-t)$, and

$$\chi_T-n=\frac{k_F^4}{16\pi^2q}\,[J(\nu_-)-J(\nu_+)],\qquad
J(\nu)=\int_{-1}^{1}\frac{(1-t^2)^2}{\nu-t}\,dt .$$

To find $J$, subtract from the numerator its value at $t=\nu$:

$$(1-t^2)^2-(1-\nu^2)^2=(\nu^2-t^2)(2-t^2-\nu^2).$$

The factor $\nu-t$ divides out, leaving the polynomial integral

$$\int_{-1}^1(\nu+t)(2-t^2-\nu^2)dt=\nu\Big(4-\frac23-2\nu^2\Big),$$

since terms odd in $t$ vanish. The subtracted part multiplies $\int dt/(\nu-t)$, which is a logarithm. Thus

$$J(\nu)=\nu\Big(\frac{10}{3}-2\nu^2\Big)+(1-\nu^2)^2\ln\frac{\nu+1}{\nu-1}.\tag{3}$$

Dividing by $n$ gives

$$\frac{\chi_T(q,\omega)}{n}=1+\frac{3k_F}{16q}\,[J(\nu_-)-J(\nu_+)],\tag{4}$$

with $\omega$ in the upper half plane, or approaching the real axis from there.

**Check at complex frequency.** Equation (1) was summed over a three-dimensional momentum grid at temperature $T=0.05$ and chemical potential $\mu=0.5$ hartree. For comparison, (4) must be averaged over temperature. The Fermi function is a superposition of steps,

$$f(\varepsilon)=\int dE\,\Big(-\frac{\partial f}{\partial E}\Big)\theta(E-\varepsilon),$$

and (1) is linear in $f$, so the average uses the same weight with $k_F=\sqrt{2E}$. At $q=0.8$ and $\omega=0.3+0.1i$, both routes give $0.020432-0.014936i$.

## 4. The static limit

Let $\omega\to0$ at fixed $q$. Then $\nu_\mp\to\mp x$, approached from above the real axis. The real part of $J$ is odd. Its imaginary part is even and cancels in the difference. Hence $J(\nu_-)-J(\nu_+)\to-2\,\mathrm{Re}\,J(x)$. With $3k_F/(16q)=3/(32x)$,

$$\frac{\chi_T(q,0)}n=1-\frac{3}{16x}\left[x\Big(\frac{10}3-2x^2\Big)+(1-x^2)^2L\right],
\quad L=\ln\left|\frac{1+x}{1-x}\right| .$$

The polynomial part is $1-\frac58+\frac38x^2$, so

$$R(x)\equiv\frac{\chi_T(q,0)}n=\frac38(1+x^2)-\frac{3(1-x^2)^2}{16x}L .\tag{5}$$

At $x=1$ the factor $(1-x^2)^2$ suppresses the logarithm, and $R(1)=3/4$.

For small $x$, use $L/x=2+\frac23x^2+\frac25x^4+\cdots$. Multiplication by $1-2x^2+x^4$ gives

$$\frac{(1-x^2)^2L}{x}=2+\Big(\frac23-4\Big)x^2+\Big(\frac25-\frac43+2\Big)x^4+\cdots
=2-\frac{10}3x^2+\frac{16}{15}x^4+\cdots .$$

Times $-3/16$, this is $-\frac38+\frac58x^2-\frac15x^4$. The constants cancel, as Section 1 requires, and the two quadratic terms add to one:

$$R(x)=x^2-\frac{x^4}{5}+\cdots .$$

The leading static response is therefore

$$\chi_T(q,0)=\frac{k_F^3}{3\pi^2}\,\frac{q^2}{4k_F^2}=\frac{k_F}{12\pi^2}\,q^2 .\tag{6}$$

**The opposite limit.** Under $x\to1/x$ the logarithm $L$ is unchanged, while

$$\frac38\Big(1+\frac1{x^2}\Big)-\frac{3x}{16}\Big(1-\frac1{x^2}\Big)^2L
=\frac1{x^2}\left[\frac38(1+x^2)-\frac{3(1-x^2)^2}{16x}L\right].$$

Thus $R(1/x)=R(x)/x^2$. For $x\gg1$ the small-$x$ series then gives $R=1-1/(5x^2)+\cdots$. A field varying much faster than the Fermi wavelength connects occupied states to states of high energy; the paramagnetic correction dies out, and the term $n\mathbf A$ remains.

**Check without response theory.** Put the gas in the static wave $A_x=a\cos qz$ and find its energies by diagonalization. Since $\partial H/\partial\mathbf A$ is the current, the grand potential per volume, $\Omega$, obeys

$$\frac{d\Omega}{da}=\overline{\chi_Ta\cos^2qz}=\frac{\chi_Ta}{2},\qquad
\delta\Omega=\frac{\chi_Ta^2}{4},$$

where the bar is a spatial average. With $a=0.005$ and the temperature used above, the diagonalization gives $\chi_T=0.002075$, $0.007961$ and $0.028980$ at $q=0.5$, $1.0$ and $2.5$. The thermally averaged formula (5) gives the same printed values. This tests the whole chain from the Hamiltonian to (5), on both sides of $q=2k_F$ for the Fermi wave number $k_F=\sqrt{2\mu}=1$.

## 5. From current to magnetization

In a static field, write the charge current as a magnetization current, $-\mathbf j=\nabla\times\mathbf M$, and define $\mathbf M=\chi_L(q)\mathbf B$. For $A_x=A_qe^{iqz}$,

$$B_y=\partial_zA_x=iqA_x,\qquad
(\nabla\times\mathbf M)_x=-\partial_zM_y=-(iq)^2\chi_LA_x=q^2\chi_LA_x .$$

The left side is $-\chi_TA_x$. Therefore

$$\chi_L(q)=-\frac{\chi_T(q,0)}{q^2},\qquad
\chi_L\equiv\chi_L(q\to0)=-\frac{k_F}{12\pi^2}.\tag{7}$$

A positive $\chi_T$ is a particle current along $\mathbf A$, hence, for charge $-1$, a charge current against it, and the magnetization opposes $\mathbf B$. This does not depend on the sign of the charge: for charge $+1$ the Hamiltonian contains $\mathbf p-\mathbf A$, the particle current reverses, and the charge current and $\chi_L$ stay the same.

A response $\chi_T(q\to0,0)>0$ would instead be a Meissner effect, with a current proportional to $\mathbf A$ itself. The cancellation of the constants in (5) excludes it here.

## 6. The spin part and the ratio

Now let a uniform field act on the spins alone. With Bohr magneton $\mu_B=1/2$ and $g$-factor 2, the spin energies shift by $\pm B/2$. The density of states for both spins is

$$g(E_F)=\frac{dn}{dE_F}=\frac{dn/dk_F}{dE_F/dk_F}=\frac{k_F^2/\pi^2}{k_F}=\frac{k_F}{\pi^2}.$$

Each spin species has half of this. The favoured one gains $(g/2)(B/2)$ electrons per volume and the other loses as many, so the populations differ by $gB/2$. Each electron carries moment $1/2$, and

$$\chi_P=\frac{M}{B}=\frac{g(E_F)}4=\frac{k_F}{4\pi^2}.$$

Comparison with (7) gives

$$\boxed{\chi_L=-\frac13\chi_P,\qquad \chi_L+\chi_P=\frac23\chi_P .}$$

The free gas is paramagnetic as a whole.

**Finite temperature.** At fixed $\mu$, average both results with $-\partial f/\partial E$. Since $\int dE(-\partial f/\partial E)g(E)=\partial n/\partial\mu$,

$$\chi_P=\frac14\frac{\partial n}{\partial\mu},\qquad
\chi_L=-\frac1{12}\frac{\partial n}{\partial\mu}.$$

The ratio $-1/3$ thus holds at any temperature in this model, in linear response. For a uniform field this requires $B$ small enough compared with $T$ that the Landau levels are not resolved (Section 7).

## 7. The same result from Landau levels

A uniform field offers a second derivation. The transverse motion has levels $(m+\frac12)B$, $m=0,1,2,\ldots$, each with $B/(2\pi)$ states per area and spin. Let $F(E)$ be the grand potential per length of the motion along the field, both spins included, when the transverse energy is $E$. Then

$$\Omega(B)=\frac{B}{2\pi}\sum_{m=0}^\infty F\big((m+\tfrac12)B\big).$$

This is a midpoint sum. For an $F$ smooth on the scale of $B$ and vanishing at large $E$, the midpoint correction gives

$$B\sum_mF\big((m+\tfrac12)B\big)=\int_0^\infty F\,dE+\frac{B^2}{24}F'(0)+\cdots .$$

Raising $E$ is the same as lowering $\mu$, so $F'(0)$ equals the number of electrons per length at $E=0$, $N_1=(2/\pi)\int_0^\infty f\,dk$. The density derivative contains the same integral:

$$\frac{\partial n}{\partial\mu}=\int_0^\infty\frac{k}{\pi^2}\Big(-\frac{df}{dk}\Big)dk=\frac1{\pi^2}\int_0^\infty f\,dk=\frac{N_1}{2\pi}.$$

Hence

$$\Omega(B)-\Omega(0)=\frac{B^2}{48\pi}N_1=\frac{B^2}{24}\frac{\partial n}{\partial\mu}.$$

Equating this to $-\chi_LB^2/2$ gives $\chi_L=-(\partial n/\partial\mu)/12$ again. The smoothness condition fails once $T$ drops to a fraction of $B$; individual levels crossing the Fermi energy then matter, and the quadratic law is insufficient. For $B=0.02$ and $\mu$ near $0.5$, the ratio $M/B$ from the level sum stays within one per cent of $\chi_L$ at $T=B/2$, but at $T=B/4$ it oscillates with $\mu$ between about $0.5\chi_L$ and $1.5\chi_L$.

**Check by summing the levels.** At $\mu=0.5$, $T=0.025$ and $B=0.02$, the explicit level sum gives an orbital susceptibility of $-0.0084348$, against $(\partial n/\partial\mu)/12=0.0084347$. Zeeman shifts alone give $0.0253037$. The ratio is $-0.33334$. Levels and shifts together give $0.0168694$, two thirds of the spin value within the accuracy of the test.

## 8. How static must the field be?

For real $\omega>0$ and $u+x<1$, both $\nu_\pm$ lie between $-1$ and $1$. The logarithm in (3) then has imaginary part $-\pi$, so

$$\frac{\mathrm{Im}\,\chi_T}{n}=-\frac{3\pi}{32x}\left[(1-\nu_-^2)^2-(1-\nu_+^2)^2\right].$$

The bracket factorizes as $(\nu_+^2-\nu_-^2)(2-\nu_+^2-\nu_-^2)=4ux\cdot2(1-x^2-u^2)$, and

$$\frac{\mathrm{Im}\,\chi_T}{n}=-\frac{3\pi}4u\,(1-x^2-u^2).\tag{8}$$

This is absorption. The electric field is $-\partial_tA_x=i\omega A_x$ and the charge current is $-\chi_TA_x$, so the conductivity is $i\chi_T/\omega$, with real part $-\mathrm{Im}\,\chi_T/\omega>0$.

The damping is linear in $\omega/q$, whereas the diamagnetic term is $x^2$. They are equal when $\frac{3\pi}{4}u=x^2$, to leading order, or

$$\omega_\times=\frac{q^3}{3\pi k_F}.$$

For the full complex response to be close to the static result, one needs $\omega\ll\omega_\times$; the real part alone stays near its static value up to a few times $\omega_\times$ at $q=0.1k_F$. It is not enough that $\omega$ be small compared with $qk_F$.

In the opposite regime, $\omega\gg qk_F+q^2/2$, the bracket in (2) is approximately $q^2/\omega^2$. The mean of $k_x^2$ over the Fermi sphere is $k_F^2/5$, so

$$\frac{\chi_T}{n}\simeq1+\frac{q^2k_F^2}{5\omega^2}.$$

At $q=0.05k_F$ and $\omega=0.5k_F^2$ this gives $1.002000$, and (4) gives $1.002009$. This is the fast answer of Section 1 with its first correction.

## 9. Numbers for a model gas

Take $r_s=4$ bohr, the radius of a sphere holding one electron on average. Then

$$n=\frac{3}{4\pi\,4^3}=3.730\times10^{-3}\ \text{bohr}^{-3},\qquad
k_F=(3\pi^2n)^{1/3}=0.4798\ \text{bohr}^{-1}.$$

The Fermi energy is $k_F^2/2=0.1151$ hartree, and $g(E_F)=k_F/\pi^2=0.04861$ per hartree and cubic bohr. Therefore

$$\chi_P=\frac{0.04861}{4}=0.01215,\qquad \chi_L=-\frac{0.01215}{3}=-0.00405$$

in atomic units. The dimensionless SI susceptibility follows on multiplication by $\mu_0=4\pi\alpha^2=6.692\times10^{-4}$, where $\alpha$ is the fine-structure constant:

- Pauli: $+8.13\times10^{-6}$
- Landau: $-2.71\times10^{-6}$
- total: $+5.42\times10^{-6}$

Here $\mathbf M$ is referred to $\mathbf B/\mu_0$; referring it to $\mathbf H$ changes the values by a relative amount of order $10^{-5}$ or less.

The wave-number dependence follows from (5) and (7), with $\chi_L(q)/\chi_L(0)=R(x)/x^2$:

| $q/k_F$ | $\chi_T(q,0)/n$ | $\chi_L(q)/\chi_L(0)$ |
|---|---|---|
| 0.1 | 0.0025 | 0.9995 |
| 0.5 | 0.0617 | 0.987 |
| 1 | 0.237 | 0.948 |
| 2 | 0.750 | 0.750 |
| 4 | 0.948 | 0.237 |

At $q=0.5k_F$ the series predicts $1-x^2/5=1-0.0625/5=0.9875$ for the last column, close to the full value. The rows for $q=k_F$ and $q=4k_F$ contain the same two numbers interchanged. This is the relation $R(1/x)=R(x)/x^2$, for $x=1/2$ and $x=2$; the row $x=1$ is its own partner.

At $q=0.1k_F$ damping matches diamagnetism at $\omega_\times=2.44\times10^{-5}$ hartree, a small fraction of the Fermi energy. There (4) gives $\chi_T/n=0.002502-0.002494i$: the two parts are equal in size to better than one per cent, while the real part has hardly moved from its static value.

## 10. Where the factor one third stops

The ratio needs the orbital mass and the spin moment to belong to the same free electron. Suppose the orbital Hamiltonian is $(\mathbf p+\mathbf A)^2/(2m)$, with the moment still $1/2$. In (1), $n$ becomes $n/m$; the two vertices give $1/m^2$, and the static energy denominators give a factor $m$. At fixed $k_F$ the whole orbital response therefore scales as $1/m$, while $g(E_F)$ scales as $m$:

$$\frac{\chi_L}{\chi_P}=-\frac1{3m^2}.$$

For $m<1/\sqrt3$ this model is diamagnetic as a whole. Interactions, scattering and a lattice potential bring further changes that (1) does not contain (the damping (8) and $\omega_\times$ are collisionless results), so the values for $r_s=4$ describe the non-interacting gas and are not predictions for a metal of that density.

## Values computed for the example and the checks

```
Small-q series of chi_T(q,0)/n, x=q/(2kF): -x**4/5 + x**2
Tests 1, 2: mu = 0.5 hartree, T = 0.05 hartree
Wave amplitude a = 0.005 a.u.; chi_T(q,0) in a.u.:
  q=0.5 1/bohr: diagonalization 0.002075, formula 0.002075
  q=1.0 1/bohr: diagonalization 0.007961, formula 0.007961
  q=2.5 1/bohr: diagonalization 0.028980, formula 0.028980
Static momentum sum, q=0.8 1/bohr: 0.0052005 a.u., formula 0.0052005 a.u.
Longitudinal sum: n = 0.0341945, paramagnetic part = -0.0341945 a.u.
Sum at w=(0.3+0.1j) hartree: 0.020432-0.014936j a.u., formula 0.020432-0.014936j a.u.
Test 3: mu=0.5, T=0.025 hartree, field B=0.02 a.u.
  Landau levels: orbital chi = -0.0084348 a.u.
  Zeeman shifts: spin chi    = 0.0253037 a.u.
  both together: total chi   = 0.0168694 a.u.
  (dn/dmu)/12                = 0.0084347 a.u.
  orbital/spin ratio         = -0.33334
Model gas: r_s = 4.0 bohr
  density n            = 3.730194e-03 bohr^-3
  Fermi wave number kF = 0.479790 1/bohr
  Fermi energy         = 0.115099 hartree
  density of states    = 0.048613 1/(hartree bohr^3)
  mu_0                 = 6.691763e-04 a.u.
  chi Pauli  = +1.215321e-02 a.u. = +8.1326e-06 (SI)
  chi Landau = -4.051071e-03 a.u. = -2.7109e-06 (SI)
  chi total  = +8.102141e-03 a.u. = +5.4218e-06 (SI)
  -chi_T/q^2 at q=0.01 kF = -4.051050e-03 a.u.
  q/kF   chi_T(q,0)/n   chi_L(q)/chi_L(0)  (dimensionless)
  0.1    0.002499       0.999500
  0.5    0.061712       0.987386
  1.0    0.237011       0.948046
  2.0    0.750000       0.750000
  4.0    0.948046       0.237011
Damping crossover at q=0.1 kF: w = 2.4425e-05 hartree
  there chi_T/n = 0.002502 -0.002494 i
At q=0.6 kF, w=0.2 kF^2: Im chi_T/n = -0.627446, damping law -0.627446
At q=0.05 kF, w=0.5 kF^2: chi_T/n = 1.002009, expansion 1.002000
```
